# Detailed balance of Miller-Abrahams hopping rates between two sites

## The problem

In a disordered semiconductor, an electron in a localized state can move to another localized state by tunnelling. The two states generally differ in energy, and the lattice vibrations supply or take up the difference. Consider two such sites, $a$ and $b$, a distance $r$ apart, with one electron state each. Their energies satisfy $E_a<E_b$, and the gap is

$$\Delta=E_b-E_a>0 .$$

These are electron energies and include the potential energy in any static electric field. One electron is on the pair, and the vibrations form a heat bath at temperature $T$. The Miller-Abrahams rate for a hop from site $i$ to site $j$, in its usual simplified form, is

$$\Gamma_{i\to j}=\nu_0\,e^{-2\alpha r}\times
\begin{cases} e^{-(E_j-E_i)/kT}, & E_j>E_i,\\ 1, & E_j\le E_i .\end{cases}$$

Here $\nu_0$ is an attempt frequency, $\alpha$ is the inverse decay length of the localized wavefunctions, and $k$ is the Boltzmann constant. Both $\nu_0$ and $\alpha$ are the same for the two directions. A rate is a probability per unit time, given that the electron is on the starting site.

**(a)** Show that in thermal equilibrium at temperature $T$ the mean number of upward hops per unit time equals the mean number of downward hops.

**(b)** Suppose that nothing is known about the occupations except that they change according to these rates. Show that they still end at the equilibrium values, and find how fast.

**(c)** Evaluate the rates, occupations and hop frequencies for $\Delta=0.10$ eV, $r=1.5$ nm, $\alpha=2.0$ nm$^{-1}$, $\nu_0=10^{12}$ s$^{-1}$ and $T=300$ K. These are round model parameters. Electronvolts, nanometres and seconds suit thermally activated hopping better than atomic units.

**(d)** The rates treat up and down differently: one carries a Boltzmann factor, the other does not. Explain this from the absorption and emission of phonons, and find what the simplified form leaves out.

## Hints

**For (a).** Distinguish a rate from a flux. The rate $\Gamma_{a\to b}$ applies once the electron is on $a$. The flux is this rate multiplied by the probability of finding the electron on $a$. The fluxes are to be compared. Begin with the ratio of the two rates and see which factors survive.

**For (b).** The probability of being on $b$ grows by hops from $a$ and shrinks by hops to $a$. Since the electron is always on one of the two sites, one unknown is enough.

**For (d).** For a harmonic oscillator with $n$ quanta, the squared matrix element for removing a quantum is proportional to $n$, and that for adding one is proportional to $n+1$, with the same constant. Average both over the thermal distribution of $n$.

## Solution

### (a) Equal fluxes in equilibrium

Write $\Gamma_{\rm up}=\Gamma_{a\to b}$ and $\Gamma_{\rm down}=\Gamma_{b\to a}$. The hop $a\to b$ ends at the higher energy, so the first line of the rate formula applies. The hop $b\to a$ ends at the lower energy, so the second line applies:

$$\Gamma_{\rm up}=\Gamma_0\,e^{-\Delta/kT},\qquad \Gamma_{\rm down}=\Gamma_0,\qquad \Gamma_0=\nu_0e^{-2\alpha r}.$$

The factor $\Gamma_0$ is common to both because the distance from $a$ to $b$ is the distance from $b$ to $a$, and because $\nu_0$ and $\alpha$ were taken to be the same. It cancels in the ratio:

$$\frac{\Gamma_{\rm up}}{\Gamma_{\rm down}}=e^{-\Delta/kT}. \tag{1}$$

The equilibrium occupations follow from statistical mechanics, without reference to the rates. One electron with two available states has the probabilities

$$P_a=\frac{e^{-E_a/kT}}{Z},\qquad P_b=\frac{e^{-E_b/kT}}{Z},\qquad Z=e^{-E_a/kT}+e^{-E_b/kT}.$$

The normalization $Z$ cancels in their ratio:

$$\frac{P_b}{P_a}=e^{-(E_b-E_a)/kT}=e^{-\Delta/kT}. \tag{2}$$

The right-hand sides of (1) and (2) are equal, because the same $T$ appears in both. Therefore

$$\frac{\Gamma_{\rm up}}{\Gamma_{\rm down}}=\frac{P_b}{P_a}.$$

Multiplying both sides by $P_a\Gamma_{\rm down}$ gives

$$\boxed{P_a\,\Gamma_{\rm up}=P_b\,\Gamma_{\rm down}} \tag{3}$$

This is detailed balance. The rates themselves are unequal: an electron on the upper site leaves quickly, and an electron on the lower site leaves slowly. The upper site is occupied less often by the same factor, and the two effects compensate.

The common value $J$ of the two fluxes shows how this works in the limits. Dividing the numerator and denominator of $P_b$ by $e^{-E_b/kT}$ gives

$$P_b=\frac{1}{e^{(E_b-E_a)/kT}+1}=\frac{1}{e^{\Delta/kT}+1},\qquad J=P_b\Gamma_{\rm down}=\frac{\Gamma_0}{e^{\Delta/kT}+1}. \tag{4}$$

When $\Delta\ll kT$, the exponential tends to 1. Each site is then occupied half of the time, and $J\to\Gamma_0/2$. When $\Delta\gg kT$, the flux becomes $J\approx\Gamma_0e^{-\Delta/kT}$. The electron sits almost permanently on the lower site, and hops in both directions become rare together. The downward hops are rare although their rate stays at $\Gamma_0$, because there is seldom an electron on $b$ to make one.

### (b) The rates lead to equilibrium

Now let $P_a(t)$ and $P_b(t)$ be arbitrary at the start. Treating the hops as independent random events, with no quantum coherence between the sites, the balance of gain and loss for site $b$ is

$$\frac{dP_b}{dt}=\Gamma_{\rm up}P_a-\Gamma_{\rm down}P_b .$$

Inserting $P_a=1-P_b$ and collecting the terms in $P_b$,

$$\frac{dP_b}{dt}=\Gamma_{\rm up}-(\Gamma_{\rm up}+\Gamma_{\rm down})P_b . \tag{5}$$

The stationary value $P_b^\infty$ makes the right-hand side zero:

$$P_b^\infty=\frac{\Gamma_{\rm up}}{\Gamma_{\rm up}+\Gamma_{\rm down}}
=\frac{\Gamma_0e^{-\Delta/kT}}{\Gamma_0e^{-\Delta/kT}+\Gamma_0}
=\frac{1}{1+e^{\Delta/kT}} .$$

The last step divides numerator and denominator by $\Gamma_0e^{-\Delta/kT}$. The result is the Boltzmann probability in (4), now obtained from the rates alone.

For the time dependence, define the deviation $\delta(t)=P_b(t)-P_b^\infty$. Since $\Gamma_{\rm up}=(\Gamma_{\rm up}+\Gamma_{\rm down})P_b^\infty$, equation (5) becomes

$$\frac{d\delta}{dt}=-(\Gamma_{\rm up}+\Gamma_{\rm down})\,\delta .$$

Its solution is an exponential decay:

$$P_b(t)=P_b^\infty+\left[P_b(0)-P_b^\infty\right]e^{-t/\tau},\qquad
\frac1\tau=\Gamma_{\rm up}+\Gamma_{\rm down}. \tag{6}$$

The two rates add, although the hops go in opposite directions. An excess on $b$ is also a deficit on $a$: it strengthens the downward flux and weakens the upward flux, and both changes reduce the excess. Inserting the rates gives $1/\tau=\Gamma_0(1+e^{-\Delta/kT})$. Thus $\tau$ runs from $1/(2\Gamma_0)$ for a vanishing gap to $1/\Gamma_0$ for a gap much larger than $kT$.

Part (b) also shows where the content of detailed balance lies. With two sites, any stationary state has equal fluxes, whatever the rates are, because there is no third site through which a difference could flow. What the Miller-Abrahams ratio (1) adds is that the fluxes become equal at the Boltzmann occupations. With a different ratio, the pair would settle at occupations that do not belong to the temperature of the bath.

As a test, the stationary state was computed numerically for gaps of magnitude 0.01 to 0.2 eV, with either site as the upper one, at 200, 300 and 500 K. The largest relative deviation from the Boltzmann probabilities is about $2\times10^{-16}$, which is the rounding level.

### (c) Numbers

At 300 K the thermal energy is $kT=0.02585$ eV, so

$$\frac{\Delta}{kT}=\frac{0.10}{0.02585}=3.868,\qquad e^{-\Delta/kT}=0.0209 .$$

The tunnelling exponent is $2\alpha r=2\times2.0\times1.5=6.0$, and $e^{-6.0}=2.479\times10^{-3}$. The rates are

$$\Gamma_{\rm down}=10^{12}\times2.479\times10^{-3}=2.479\times10^{9}\ {\rm s^{-1}},$$

$$\Gamma_{\rm up}=2.479\times10^{9}\times0.0209=5.18\times10^{7}\ {\rm s^{-1}} .$$

The downward rate is about 48 times the upward rate. The equilibrium occupations are

$$P_b=\frac{0.0209}{1+0.0209}=0.02047,\qquad P_a=1-P_b=0.97953 .$$

Now the fluxes can be compared:

$$P_a\Gamma_{\rm up}=0.9795\times5.18\times10^{7}=5.07\times10^{7}\ {\rm s^{-1}},$$

$$P_b\Gamma_{\rm down}=0.02047\times2.479\times10^{9}=5.07\times10^{7}\ {\rm s^{-1}} .$$

They agree, as (3) requires. Equilibrium is therefore not a state of rest: in this model the electron makes about 51 million upward hops per second and as many downward ones.

The relaxation time is

$$\tau=\frac{1}{(0.052+2.479)\times10^{9}\ {\rm s^{-1}}}=0.395\ {\rm ns}.$$

It is set mainly by the downward rate, since the upward rate contributes only about 2% of the sum. If the electron starts on the upper site, $P_b(0)=1$, and equation (6) gives after one relaxation time

$$P_b(\tau)=0.0205+0.9795\times e^{-1}=0.381 .$$

A direct numerical evolution of the rate equations gives the same value.

### (d) Where the asymmetry comes from

Suppose that the energy difference is carried by one phonon of energy $\Delta$. An upward hop absorbs it, and a downward hop emits it. To lowest order in the electron-phonon coupling, each rate is proportional to the squared matrix element of the oscillator, averaged over the thermal distribution of its quantum number $n$.

Write $q=e^{-\Delta/kT}$. The probability of $n$ quanta is proportional to $q^n$; the zero-point energy cancels in the normalization. The two sums needed are

$$\sum_{n=0}^\infty q^n=\frac{1}{1-q},\qquad
\sum_{n=0}^\infty n\,q^n=q\frac{d}{dq}\frac{1}{1-q}=\frac{q}{(1-q)^2}.$$

Dividing the second by the first gives the mean number of quanta, which is the absorption factor. Adding 1 gives the emission factor:

$$\bar n=\frac{q}{1-q},\qquad \bar n+1=\frac{q+(1-q)}{1-q}=\frac{1}{1-q}. \tag{7}$$

The remaining factors, namely the coupling strength, the tunnelling overlap and the density of phonon states at energy $\Delta$, are the same for both directions. Hence

$$\frac{\Gamma_{\rm up}}{\Gamma_{\rm down}}=\frac{\bar n}{\bar n+1}=q=e^{-\Delta/kT},$$

which is (1). A phonon can be emitted even into an empty mode, whereas absorption needs a phonon that is already present. At low temperature the upward rate therefore vanishes and the downward rate does not.

For one-phonon hops, equation (7) also answers the second question. Setting $C=1/(1-q)$, the two factors are

$$\bar n=C\,e^{-\Delta/kT},\qquad \bar n+1=C .$$

The simplified rates replace $C$ by 1 in both directions. They also absorb the coupling strength and the density of phonon states into the constant $\nu_0$, although both generally depend on $\Delta$. A factor common to both rates cancels in (1), so detailed balance is untouched. The speed of hopping is not. At 300 K and $\Delta=0.10$ eV, the factors are $\bar n=0.0213$ and $\bar n+1=1.0213$, so leaving out $C$ lowers both rates by about 2%. For a gap of 0.01 eV they are $\bar n=2.117$ and $\bar n+1=3.117$. Both rates would then be larger by a factor of 3.1 if $C$ were kept and the other factors were held fixed. The ratio is still $2.117/3.117=0.679=e^{-\Delta/kT}$. For one-phonon hops, $C$ is thus close to 1 only for $\Delta\gg kT$, but the equilibrium is correct for any gap. This statement concerns $C$ alone, and the factors hidden in $\nu_0$ can vary more strongly with the gap. If they are proportional to $\Delta$, the product $\Delta\,C$ tends to $kT$ for small gaps, and the rate becomes independent of the gap there. For acoustic phonons the coupling falls steeply once the phonon wavelength is shorter than the extent of the localized states.

The one-phonon argument needs a vibration of energy $\Delta$. Many semiconductors have none at 0.10 eV, so the 2% found above illustrates the formula and is not an estimate for a particular material. If the gap exceeds the largest phonon energy, several phonons must take part, and the factor left out is no longer $C$. For example, emitting two phonons of energy $\Delta/2$ into different modes brings a factor $(\bar n+1)^2$, with $\bar n$ taken at $\Delta/2$. For the pair of part (c) this is 1.37, to lowest order in the coupling. With a strong displacement of the lattice the factor is different: for one mode of 0.05 eV with a Huang-Rhys factor of 1 it is 1.04. The ratio of the two rates can still be obtained, by a more general argument. Let the bath have states $m$ with energies $\varepsilon_m$ and thermal weights $w_m\propto e^{-\varepsilon_m/kT}$, and take the energies and weights to be the same whichever site holds the electron. The states themselves may differ. The lattice is displaced around the localized charge, and with a coupling linear in the vibrations it is this displacement that lets the golden rule change several quanta in one hop. If the vibrational frequencies do not depend on the site, the displaced states have the same energies and weights, and $E_a$ and $E_b$ are the energies of the relaxed configurations. An upward hop takes the bath from $m$ to $m'$ with $\varepsilon_m=\varepsilon_{m'}+\Delta$. The reverse hop takes it from $m'$ to $m$ with the same squared matrix element, because the coupling is Hermitian. The two contributions differ in their starting weights alone, and

$$\frac{w_m}{w_{m'}}=e^{-(\varepsilon_m-\varepsilon_{m'})/kT}=e^{-\Delta/kT}.$$

Every pair of bath states gives this ratio, so the summed golden-rule rates have it too. The Boltzmann factor in the upward rate thus expresses how much less probable a bath state $m$, which has the extra energy $\Delta$ to give away, is than its partner $m'$.

## Variation 1: many electrons

**Question.** The pair now exchanges electrons with a reservoir of chemical potential $\mu$ at the same temperature $T$. Each site holds at most one electron, spin is ignored, and electrons on different sites do not interact. Which fluxes balance?

**Solution.** A hop $a\to b$ now needs $a$ filled and $b$ empty. Let $z_i=e^{-(E_i-\mu)/kT}$. The four configurations of the pair have these weights: 1 for both empty, $z_a$ for $a$ alone filled, $z_b$ for $b$ alone filled, and $z_az_b$ for both filled. Their sum is $(1+z_a)(1+z_b)$. With the Fermi-Dirac occupation $f_i=z_i/(1+z_i)$, and hence $1-f_i=1/(1+z_i)$, the required probabilities are

$$P(a\text{ filled},b\text{ empty})=\frac{z_a}{(1+z_a)(1+z_b)}=f_a(1-f_b),$$

$$P(b\text{ filled},a\text{ empty})=\frac{z_b}{(1+z_a)(1+z_b)}=f_b(1-f_a).$$

The second divided by the first is $z_b/z_a=e^{-\Delta/kT}$. The chemical potential has cancelled, and the ratio is again that of the rates in (1). Therefore

$$f_a(1-f_b)\,\Gamma_{\rm up}=f_b(1-f_a)\,\Gamma_{\rm down}. \tag{8}$$

For the pair of part (c), with $\mu$ placed 0.03 eV above the lower site, $f_a=0.761$ and $f_b=0.0625$. The probabilities are 0.7138 for $a$ alone filled and 0.01492 for $b$ alone filled. The fluxes are

$$0.7138\times5.18\times10^7=3.70\times10^7\ {\rm s^{-1}},\qquad
0.01492\times2.479\times10^9=3.70\times10^7\ {\rm s^{-1}}.$$

The factors for the empty target are essential. Without them the two products would be $f_a\Gamma_{\rm up}=3.94\times10^7$ s$^{-1}$ and $f_b\Gamma_{\rm down}=1.55\times10^8$ s$^{-1}$. By (8) their ratio is $(1-f_a)/(1-f_b)$, which here is $0.239/0.937=0.25$. The mismatch is large because the lower site is usually filled and blocks most downward hops. When both occupations are small, this ratio tends to 1 and the unblocked products balance as in (3).

## Variation 2: two different temperatures

**Question.** The electron has been prepared with Boltzmann occupations at a temperature $T'$, while the bath that sets the rates is at $T$. Do the fluxes balance?

**Solution.** The occupation ratio is now $P_a/P_b=e^{+\Delta/kT'}$, while the rate ratio remains $e^{-\Delta/kT}$. The ratio of upward to downward flux is their product:

$$\frac{P_a\Gamma_{\rm up}}{P_b\Gamma_{\rm down}}
=\exp\!\left[\frac{\Delta}{k}\left(\frac1{T'}-\frac1T\right)\right]. \tag{9}$$

For $\Delta>0$ this equals 1 only if $T'=T$. The common temperature is therefore a necessary condition in (3). If $T'>T$, the exponent is negative and the net flux runs downward; if $T'<T$, it runs upward.

Take $T'=400$ K and $T=300$ K for the pair of part (c). The occupations are $P_a=0.9479$ and $P_b=0.0521$, so

$$P_a\Gamma_{\rm up}=4.91\times10^7\ {\rm s^{-1}},\qquad
P_b\Gamma_{\rm down}=1.291\times10^8\ {\rm s^{-1}} .$$

Their ratio is 0.380. Equation (9) gives the same: the exponent is $3.868\times(300/400-1)=-0.967$, and $e^{-0.967}=0.380$.

The net downward flux is initially $(12.91-4.91)\times10^7=8.0\times10^7$ s$^{-1}$. Each net hop delivers 0.10 eV to the bath, so energy flows from the electron to the vibrations at $8.0\times10^6$ eV/s. If the bath stays at 300 K, equation (6) applies: the imbalance decays with $\tau=0.395$ ns, and $P_b$ falls from 0.0521 to 0.0205, where the fluxes are equal again.

## Computed values

```
Gap Delta = 0.10 eV
Temperature T = 300 K
Thermal energy kT = 0.025852 eV
Delta/kT = 3.8682 (no unit)
Attempt frequency nu0 = 1.0e+12 1/s
Inverse decay length alpha = 2.0 1/nm
Separation r = 1.5 nm
Tunnelling exponent 2*alpha*r = 6.0 (no unit)
Tunnelling factor = 2.4788e-03 (no unit)
Boltzmann factor exp(-Delta/kT) = 0.02090 (no unit)
Upward rate = 5.1797e+07 1/s
Downward rate = 2.4788e+09 1/s
Occupation of lower site P_a = 0.97953 (no unit)
Occupation of upper site P_b = 0.02047 (no unit)
Upward flux P_a*up = 5.0737e+07 1/s
Downward flux P_b*down = 5.0737e+07 1/s
Relaxation time tau = 0.3952 ns
P_b at t = tau, start on upper site = 0.3808 (no unit)
Largest relative deviation, stationary vs Boltzmann = 2.2e-16
Chemical potential above lower site mu = 0.03 eV
Fermi occupation f_a = 0.76141 (no unit)
Fermi occupation f_b = 0.06252 (no unit)
Probability a filled, b empty = 0.71381 (no unit)
Probability b filled, a empty = 0.01492 (no unit)
Blocked upward flux = 3.6974e+07 1/s
Blocked downward flux = 3.6974e+07 1/s
Unblocked product f_a*up = 3.9439e+07 1/s
Unblocked product f_b*down = 1.5497e+08 1/s
Gap 0.10 eV: absorption factor n = 0.02134 (no unit)
Gap 0.10 eV: emission factor n+1 = 1.02134 (no unit)
Gap 0.10 eV: ratio n/(n+1) = 0.02090 (no unit)
Gap 0.01 eV: absorption factor n = 2.11735 (no unit)
Gap 0.01 eV: emission factor n+1 = 3.11735 (no unit)
Gap 0.01 eV: ratio n/(n+1) = 0.67922 (no unit)
Occupation temperature in unbalanced case = 400 K
Unbalanced case: P_a = 0.94790 (no unit)
Unbalanced case: P_b = 0.05210 (no unit)
Unbalanced case: upward flux = 4.9099e+07 1/s
Unbalanced case: downward flux = 1.2914e+08 1/s
Unbalanced case: flux ratio up/down = 0.3802 (no unit)
```
